# Atom–surface dispersion energy from perturbation theory and from coupled modes, part 2

A neutral atom with a spherical ground state has its nucleus at height $z$ above a solid filling the half-space below $z=0$. The surface is flat, neutral, laterally uniform and isotropic. Both partners are at zero temperature, their charge densities do not overlap, and the Coulomb interaction acts without delay. Hartree atomic units are used, with $\hbar=e=m_e=1$ and Gaussian electrostatics.

The first derivation, by second-order perturbation theory, gave

$$E(z)=-\frac{C_3}{z^3}+O(z^{-4}),\qquad C_3=\frac1{4\pi}\int_0^\infty\alpha(iu)\,g(iu)\,du,\qquad g=\frac{\varepsilon-1}{\varepsilon+1}. \tag{1}$$

Here $\varepsilon$ is the permittivity of the solid, $g$ its reflection factor at small lateral wavenumber $q$, and $iu$ an imaginary frequency. The atomic polarisability is

$$\alpha(iu)=\frac23\sum_n\frac{\omega_nD_n}{\omega_n^2+u^2}, \tag{6}$$

with excitation energies $\omega_n$ and total dipole strengths $D_n$. Energy denominators were separated with

$$\int_0^\infty\frac{ab\,du}{(a^2+u^2)(b^2+u^2)}=\frac{ab}{b^2-a^2}\,\frac\pi2\left(\frac1a-\frac1b\right)=\frac\pi2\,\frac1{a+b}. \tag{8}$$

The example solids are:

- a perfect metal, with $g=1$;
- an undamped metal, with $\varepsilon(iu)=1+\omega_p^2/u^2$, $\omega_p=0.5$ hartree and surface frequency $\Omega=\omega_p/\sqrt2$;
- an insulator, with $\varepsilon(iu)=1+(\varepsilon_s-1)/(1+u^2/\omega_T^2)$, $\varepsilon_s=4$ and $\omega_T=0.5$ hartree.

For hydrogen $\sum_nD_n=\langle r^2\rangle=3$ bohr$^2$, and above the perfect metal $C_3=0.25$ hartree bohr$^3$.

The second derivation replaces the atom by charged harmonic oscillators and reads the energy from the shift of the vibration frequencies. For a sharp surface and a local solid, an atomic dipole $p$ perpendicular or parallel to the surface receives back the reflected field $Fgp$, along the dipole itself, with

$$F_\perp=\frac1{4z^3},\qquad F_\parallel=\frac1{8z^3}. \tag{11}$$

The three directions of the dipole do not mix, so each can be treated separately.

### The coupled vibrations

For one direction, represent the atom by oscillators of frequencies $w_j$ and the surface by modes of frequencies $\Omega_s$, such that

$$\alpha(\omega)=\sum_j\frac{a_j}{w_j^2-\omega^2},\qquad g(\omega)=\sum_s\frac{b_s}{\Omega_s^2-\omega^2},$$

with positive $a_j$ and $b_s$. A damped solid is reached as the limit of a dense set $\Omega_s$. Because $g$ does not depend on $q$ here, all lateral waves of a surface mode share one frequency. Only one combination of them acts on the atom in each direction; the others keep their frequencies and contribute nothing to the interaction.

In coordinates $X_j$ and $Y_s$ of unit mass, the atomic dipole is $d=\sum_j\sqrt{a_j}X_j$, the reflected field is $\mathcal E=\sum_s\sqrt{Fb_s}\,Y_s$, and the coupling energy is $-d\mathcal E$. The equations of motion are

$$\ddot X_j+w_j^2X_j=\sqrt{a_j}\,\mathcal E,\qquad\ddot Y_s+\Omega_s^2Y_s=\sqrt{Fb_s}\,d.$$

They reproduce the required responses. At frequency $\omega$, the first set gives $d=\alpha(\omega)\mathcal E$, and the second gives $\mathcal E=Fg(\omega)d$. Eliminating both amplitudes leaves the condition for a joint vibration,

$$\Delta(\omega)\equiv1-F\alpha(\omega)g(\omega)=0. \tag{12}$$

Now $\Delta$ is a rational function of $\omega^2$ that tends to 1 at large $\omega$. Its poles are the squares of the uncoupled frequencies, denoted $p_k^2$, and its zeros are the squares of the coupled frequencies $\nu_k$. There are equally many of each, so

$$\Delta(\omega)=\prod_k\frac{\omega^2-\nu_k^2}{\omega^2-p_k^2},\qquad\Delta(iu)=\prod_k\frac{u^2+\nu_k^2}{u^2+p_k^2}.$$

This was argued for distinct frequencies with all couplings effective; coincidences follow by continuity. The $\nu_k^2$ are real, because they are eigenvalues of the symmetric matrix of the coupled equations.

### From frequencies to the energy

A quantum oscillator of frequency $\nu$ has ground-state energy $\nu/2$. The interaction energy for one direction is therefore $\frac12\sum_k(\nu_k-p_k)$. To express it through $\Delta$, consider

$$I(a,b)=\int_0^\infty\ln\frac{u^2+a^2}{u^2+b^2}\,du,\qquad\frac{\partial I}{\partial a}=\int_0^\infty\frac{2a\,du}{u^2+a^2}=\pi,\qquad I(b,b)=0.$$

Hence $I(a,b)=\pi(a-b)$. Applying this to each factor of $\Delta(iu)$, and adding the perpendicular direction and the two parallel ones, gives

$$E=\frac1{2\pi}\int_0^\infty\left[\ln(1-F_\perp\alpha g)+2\ln(1-F_\parallel\alpha g)\right]du. \tag{13}$$

Within this oscillator model, and with the field taken as uniform over the atom, (13) holds for any stable coupling strength. At large $z$, $F\alpha g$ is small and $\ln(1-x)=-x-x^2/2-\dots$. The first term gives

$$E=-\frac{F_\perp+2F_\parallel}{2\pi}\int_0^\infty\alpha g\,du=-\frac1{2\pi}\left(\frac14+\frac28\right)\frac1{z^3}\int_0^\infty\alpha g\,du=-\frac1{4\pi z^3}\int_0^\infty\alpha g\,du.$$

This is the result of the first derivation. The perpendicular dipole supplies half of the energy and each parallel component a quarter. The next term of the logarithm is

$$-\frac{F_\perp^2+2F_\parallel^2}{4\pi}\int_0^\infty\alpha^2g^2du=-\frac3{128\pi z^6}\int_0^\infty\alpha^2g^2du, \tag{14}$$

since $1/16+2/64=3/32$. It describes a dipole fluctuation reflected twice, and relative to the leading term it falls as $z^{-3}$.

### A case with two frequencies

Let the atom be one oscillator per direction, with static polarisability $\alpha_0=4.5$ bohr$^3$ and frequency $w=0.4$ hartree, above the undamped metal with $\Omega=0.3536$ hartree. Then $a=\alpha_0w^2$ and $b=\Omega^2$, and the squared frequencies are the eigenvalues of

$$\begin{pmatrix}w^2&-c\\-c&\Omega^2\end{pmatrix},\qquad c^2=F\alpha_0w^2\Omega^2.$$

Their sum is $w^2+\Omega^2$ and their product is $w^2\Omega^2-c^2$. Therefore

$$\nu_1+\nu_2=\sqrt{w^2+\Omega^2+2\sqrt{w^2\Omega^2-c^2}}\approx w+\Omega-\frac{c^2}{2w\Omega(w+\Omega)},$$

where both roots are expanded to first order in $c^2$. The coupling pushes the frequencies apart, but it lowers their sum, and this is the attraction. Half the shift, summed over directions with $F_\perp+2F_\parallel=1/(2z^3)$, gives

$$C_3=\frac{\alpha_0w\Omega}{8(w+\Omega)}=\frac{4.5\times0.4\times0.3536}{8\times0.7536}=0.1056\text{ hartree bohr}^3.$$

At 20 bohr this predicts $-0.105566/8000=-1.31957\times10^{-5}$ hartree. The eigenvalues, found without expansion and with the image fields integrated numerically, give $-1.31962\times10^{-5}$ hartree. The relative excess is $3.29\times10^{-5}$ at 20 bohr and $4.12\times10^{-6}$ at 40 bohr. The ratio is 8.0, as (14) requires.

### Two limits with answers of their own

If the solid responds much faster than the atom moves, it follows the instantaneous positions of the charges. To first order in the classical image energy $W$, the interaction energy is then the average of $W$ over the atomic ground state. For hydrogen with the electron displaced by $\mathbf r$, of vertical component $\zeta$, above a perfect metal,

$$W=-\frac1{4z}-\frac1{4(z+\zeta)}+\frac1{|2z\hat{\mathbf z}+\mathbf r|}.$$

The first two terms are the attraction of the proton and the electron to their own images, and the last is the repulsion between each charge and the other's image. Averaged over directions, with $r<z$, the last term is $1/(2z)$, the potential of a spherical shell seen from outside. The mean of $\zeta^2$ is $r^2/3$ and that of $\zeta^4$ is $r^4/5$, while odd powers vanish. Expanding $1/(z+\zeta)$ leaves

$$\langle W\rangle=-\frac{\langle r^2\rangle}{12z^3}-\frac{\langle r^4\rangle}{20z^5}-\dots, \tag{15}$$

as a large-distance expansion that ignores the exponentially small density beyond the surface. The first coefficient is $3/12=0.25$, in agreement with $C_3$. With $\langle r^4\rangle=22.5$ bohr$^4$ the second is 1.125 hartree bohr$^5$. At 20 bohr the second term is $1.125/(0.25\times400)=1.1$ per cent of the first. Direct averaging of $W$ there gives $-3.161\times10^{-5}$ hartree, against $-3.125\times10^{-5}$ from the first term alone.

The second limit is a solid so dilute that its atoms do not screen one another. With $n$ hydrogen atoms per unit volume, $\varepsilon-1=4\pi n\alpha$ is small, $g\approx2\pi n\alpha$, and $C_3=(n/2)\int\alpha^2du$. This must equal the sum of pair energies $-C_6/r^6$. For two atoms at distance $r$ along $z$, the dipole coupling is $(xx'+yy'-2zz')/r^3$. Its squared coefficients add to 6, and each direction carries a third of the strength, so second-order theory gives

$$C_6=\frac69\sum_{nn'}\frac{D_nD_{n'}}{\omega_n+\omega_{n'}}=\frac3\pi\int_0^\infty\alpha^2du,$$

where the denominator was separated as in the first derivation. Integration over the half-space gives

$$\int_z^\infty dh\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+h^2)^3}=\int_z^\infty\frac{\pi}{2h^4}dh=\frac\pi{6z^3},$$

and $\pi nC_6/6=(n/2)\int\alpha^2du$, as required. For hydrogen $C_6=6.499$ hartree bohr$^6$. At $n=10^{-6}$ bohr$^{-3}$ both routes give $C_3=3.403\times10^{-6}$ hartree bohr$^3$. In a denser solid the pair sum is only approximate, because $g$ is no longer linear in $n$.

### What each derivation assumes

The first derivation makes no model of the atom. Its levels may be spaced in any way, and the solid may be any interacting system with the stated symmetry. The price is the restriction to second order in the coupling. It also gives the energy for a reflection factor that depends on $q$, and so shows why the surface profile enters at $z^{-4}$ and not in $C_3$.

The second derivation treats the dipole coupling without expansion, but assumes that atom and solid are harmonic and that the surface is sharp and local. A real atom is not harmonic. The two agree at leading order because, at dipole order, the second-order energy depends on the atom through $\alpha(iu)$ alone. Oscillators with $w_j=\omega_n$ and $a_j=\frac23\omega_nD_n$ have the same $\alpha$, and hence the same $C_3$. No such argument covers (14), and for a real atom its coefficient can be far off. For hydrogen above a perfect metal, (14) gives $-C_6/(128z^6)=-0.051/z^6$, whereas second order in the dipole part of the image energy, $-(r^2+\zeta^2)/(16z^3)$, gives $-0.237/z^6$. Moreover, (15) shows that a finite atom can have a $z^{-5}$ term, which outweighs $z^{-6}$ at large distance.

The second route also displays a limit of its own. A frequency reaches zero when $F_\perp\alpha(0)g(0)=1$. For $\alpha(0)=4.5$ bohr$^3$ and $g(0)=1$ this happens at $z=(4.5/4)^{1/3}=1.04$ bohr. There the atom overlaps the surface, so this instability of the model says nothing about a real atom.

Both derivations share the remaining conditions. Overlap brings repulsion and possibly bonding, which $-C_3/z^3$ does not contain; it is not an adsorption energy. Charged patches or a permanent atomic moment add static terms. Delay is a small correction only while $z$ is much smaller than $c/\omega$. For the first dipole excitation of hydrogen, 0.375 hartree, this length is 365 bohr. At 20 bohr, the retarded energy for the same $\alpha$ and $\varepsilon$ is weaker than $-C_3/z^3$ by about 0.5 per cent above the undamped metal and 1.0 per cent above the insulator. Above the perfect metal the reduction is 4.5 per cent, because such a surface also reflects the high frequencies, for which delay matters first. At 100 bohr the three reductions have grown to about 7, 11 and 20 per cent.

Damping is allowed in both. With a damping rate $\gamma$ the metal has $\varepsilon(iu)=1+\omega_p^2/[u(u+\gamma)]$, which is smaller at every $u>0$ than without damping. Hence $g$ and $C_3$ are smaller too. For $\gamma=0.05$ hartree, $C_3$ falls from 0.1088 to 0.1040 hartree bohr$^3$, by 4.4 per cent. Converted to electronvolts and ångströms, the hydrogen coefficients are 1.008 eV Å$^3$ for the perfect metal, 0.439 and 0.419 for the undamped and damped metals, and 0.380 for the insulator. They belong to models with round parameters, with a nonrelativistic atom and a fixed nucleus. The numerical output below lists the values at more digits.

## Computed values

```
Metal plasma frequency: 0.500 hartree
Metal damping (damped case): 0.050 hartree
Metal surface-mode frequency: 0.35355 hartree
Insulator static permittivity: 4.0
Insulator transverse frequency: 0.500 hartree
Insulator surface-mode frequency: 0.79057 hartree
Insulator static g: 0.6000
H static polarisability: 4.500000 bohr^3
H sum of D_n: 3.000000 bohr^2
H alpha(0.5i), basis: 1.90539 bohr^3
H alpha(0.5i), grid: 1.90539 bohr^3
u (hartree), alpha (bohr^3), g metal, g damped, g insulator:
  0.1 4.25030 0.92593 0.89286 0.59055
  0.3 2.97833 0.58140 0.54348 0.52448
  1.0 0.74244 0.11111 0.10638 0.23077
C3 perfect metal: 0.250000 hartree bohr^3 = 1.0081 eV A^3
  ratio to perfect 1.0000; -C3/z^3 at 20 bohr -3.1250e-05 hartree
C3 Drude metal: 0.108756 hartree bohr^3 = 0.4385 eV A^3
  ratio to perfect 0.4350; -C3/z^3 at 20 bohr -1.3594e-05 hartree
C3 damped metal: 0.103996 hartree bohr^3 = 0.4193 eV A^3
  ratio to perfect 0.4160; -C3/z^3 at 20 bohr -1.2999e-05 hartree
C3 insulator: 0.094192 hartree bohr^3 = 0.3798 eV A^3
  ratio to perfect 0.3768; -C3/z^3 at 20 bohr -1.1774e-05 hartree
C3 metal, state sum: 0.108756 hartree bohr^3
C3 damped, real-frequency: 0.103996 hartree bohr^3
C3 insulator, state sum: 0.094192 hartree bohr^3
Oscillator atom: alpha 4.5 bohr^3, frequency 0.4 hartree
Oscillator C3 above metal: 0.105566 hartree bohr^3
Mode energy at 20 bohr: -1.319617e-05 hartree
Mode energy at 40 bohr: -1.649473e-06 hartree
Relative excess over -C3/z^3 at 20 bohr: 3.294e-05
Relative excess over -C3/z^3 at 40 bohr: 4.117e-06
Perpendicular share at 40 bohr: 0.50000
Image energy at 20 bohr: -3.16108e-05 hartree
Image energy at 40 bohr: -3.91731e-06 hartree
H mean r^4: 22.5000 bohr^4
C5 perfect metal: 1.1250 hartree bohr^5
C5 from image energy at 40 bohr: 1.1321 hartree bohr^5
C5 term / C3 term at 20 bohr: 0.01125
H-H C6: 6.49903 hartree bohr^6
Dilute solid density: 1.0e-06 bohr^-3
Dilute C3, formula: 3.402811e-06 hartree bohr^3
Dilute C3, pair sum: 3.402882e-06 hartree bohr^3
Graded layer: bulk eps 5.0, width 2.0 bohr
g sharp: 0.666667
g graded, q = 0.002 / 0.001 bohr^-1: 0.664852 / 0.665758
H 1s-2p gap: 0.375 hartree
Retardation length c/gap: 365.4 bohr
```
